**Scattering-angle integral tested against Newton's equations**

The program tests θ = π − 2b∫dr/(r²√F), taken from r₀ to infinity, with F = 1 − V/Ec − b²/r² and F(r₀) = 0. Here θ is the centre-of-mass scattering angle, b the impact parameter, V the repulsive pair potential, Ec the energy of relative motion and r₀ the distance of closest approach. It asserts agreement with the closed forms for zero, Coulomb and inverse-square potentials, and checks both head-on limits. It also solves Newton's equations in the laboratory frame and asserts the angular and radial rates, the turning point, the symmetry of the orbit and the angle. The laboratory angle and energy transfer are asserted for equal and unequal masses, and a third atom is shown to change the pair's angular momentum. For a 600 eV niobium ion on a niobium atom at b = 0.05 nm, with the ZBL potential, the output gives r₀ = 0.0987 nm, θ = 102.1° and an energy transfer of 363 eV. The integral and the trajectories differ by at most 9 × 10⁻¹² rad over four impact parameters. The remaining lines estimate effects outside the model, including the choice of screening, a neighbouring atom, electronic loss, thermal motion and quantum spread.

## Program and output

```python
"""
Result under test: for a repulsive central potential V(r) the classical
centre-of-mass scattering angle is
    theta = pi - 2 b * Integral_{r0}^{infinity} dr / (r^2 sqrt(F(r))),
    F(r)  = 1 - V(r)/Ec - b^2/r^2,     F(r0) = 0.
b: impact parameter; Ec: kinetic energy of relative motion far away;
r0: distance of closest approach (turning point).
The reference is a direct solution of Newton's equations for all particles in
the laboratory frame, which uses neither conservation law.
Working units: nm, eV, atomic mass unit u; the time unit is nm*sqrt(u/eV).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
COULOMB = BOHR * HARTREE                      # e^2/(4 pi eps0) in eV nm
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


def screened_potential(z1, z2, length, weights, rates):
    """Return V(r) and dV/dr of a screened Coulomb repulsion."""
    weights = np.array(weights)
    decay = np.array(rates) / length
    strength = COULOMB * z1 * z2

    def value(r):
        terms = weights * np.exp(-np.multiply.outer(r, decay))
        return strength * terms.sum(axis=-1) / r

    def slope(r):
        terms = weights * np.exp(-np.multiply.outer(r, decay))
        return -strength * (terms.sum(axis=-1) / r**2
                            + (terms * decay).sum(axis=-1) / r)
    return value, slope


def radicand(r, b, potential, ec):
    return 1.0 - potential(r) / ec - (b / r)**2


def turning_point(b, potential, ec):
    return brentq(lambda r: radicand(r, b, potential, ec),
                  max(b, 1e-4), 1e3, xtol=1e-15, rtol=1e-15)


def deflection(b, potential, ec):
    """Scattering-angle integral after the substitution r = r0/(1 - s^2)."""
    r0 = turning_point(b, potential, ec)
    s = 0.5 * (NODES + 1.0)
    root = np.sqrt(radicand(r0 / (1.0 - s**2), b, potential, ec))
    return np.pi - 2.0 * b / r0 * np.sum(WEIGHTS * s / root)


def fly(b, energy, masses, slope, neighbour=None, start=1.5):
    """Newton's equations; atom 0 is the projectile, atom 1 the target.
    An optional neighbour (atom 2) interacts with the projectile only."""
    places = [[-start, b], [0.0, 0.0]]
    if neighbour is not None:
        places.append(neighbour)
    n = len(places)
    m = np.array(masses, float)
    speed = np.sqrt(2.0 * energy / m[0])
    velocities = np.zeros((n, 2))
    velocities[0, 0] = speed

    def rhs(t, y):
        pos = y[:2 * n].reshape(n, 2)
        gap = pos[0] - pos[1:]
        dist = np.sqrt((gap**2).sum(axis=1))
        force = (-slope(dist) / dist)[:, None] * gap
        acc = np.vstack([force.sum(axis=0) / m[0], -force / m[1:, None]])
        return np.concatenate([y[2 * n:], acc.ravel()])

    def closest(t, y):
        return np.dot(y[0:2] - y[2:4],
                      y[2 * n:2 * n + 2] - y[2 * n + 2:2 * n + 4])
    closest.direction = 1

    y0 = np.concatenate([np.array(places, float).ravel(), velocities.ravel()])
    # The step cap keeps the solver from jumping over the short collision.
    run = solve_ivp(rhs, (0.0, 2.4 * start / speed), y0, method="DOP853",
                    rtol=1e-11, atol=1e-12, events=closest,
                    max_step=0.05 * start / speed)
    assert run.success
    gap = run.y[0:2] - run.y[2:4]
    rel = run.y[2 * n:2 * n + 2] - run.y[2 * n + 2:2 * n + 4]
    final_v = run.y[2 * n:, -1].reshape(n, 2)
    apse = run.y_events[0][0]
    apse_gap = apse[0:2] - apse[2:4]
    return {
        "speed": speed, "gap": gap, "rel": rel,
        # angular momentum per reduced mass, clockwise counted positive
        "spin": gap[1] * rel[0] - gap[0] * rel[1],
        "theta": np.arctan2(rel[1, -1], rel[0, -1]),
        "lab": np.arctan2(final_v[0, 1], final_v[0, 0]),
        "kinetic": 0.5 * m * (final_v**2).sum(axis=1),
        "r0": np.hypot(*apse_gap),
        "apse_angle": np.arctan2(apse_gap[1], apse_gap[0]),
        "target_shift": np.hypot(*apse[2:4]),
    }


# Niobium on niobium; energy, spacing, temperatures and cohesion are rough values
Z, MASS = 41, 92.906
E_LAB, B_MAIN = 600.0, 0.05
SPACING, T_USE, T_DEBYE, COHESION = 0.286, 400.0, 275.0, 7.6
EC = E_LAB / 2.0                              # equal masses
zbl_length = 0.8854 * BOHR / (2 * Z**0.23)
V, dV = screened_potential(Z, Z, zbl_length,
                           [0.1818, 0.5099, 0.2802, 0.02817],
                           [3.2, 0.9423, 0.4028, 0.2016])
krc_length = 0.8853 * BOHR / (2 * np.sqrt(Z))**(2 / 3)
V_krc, _ = screened_potential(Z, Z, krc_length,
                              [0.190945, 0.473674, 0.335381],
                              [0.278544, 0.637174, 1.919249])

# Closed-form cases
for b in (0.02, 0.05, 0.2):
    A = 20.0
    assert abs(deflection(b, lambda r: 0.0 * r, EC)) < 1e-8
    assert abs(deflection(b, lambda r: A / r, EC)
               - 2 * np.arctan(A / (2 * EC * b))) < 1e-8
    A = 1.5
    assert abs(deflection(b, lambda r: A / r**2, EC)
               - np.pi * (1 - b / np.sqrt(b * b + A / EC))) < 1e-8

# Head-on limit: reflection by a high core, passage over a low smooth barrier
assert abs(deflection(1e-6, V, EC) - np.pi) < 1e-3
assert abs(deflection(1e-3, lambda r: 0.5 * EC * np.exp(-(r / 0.1)**2), EC)) < 0.1

# Newton's equations against rates, turning point, symmetry and angle
worst = 0.0
for b in (0.02, 0.05, 0.10, 0.15):
    path = fly(b, E_LAB, [MASS, MASS], dV)
    dist = np.hypot(*path["gap"])
    radial = (path["gap"] * path["rel"]).sum(axis=0) / dist
    v = path["speed"]
    assert np.max(np.abs(path["spin"] / (v * b) - 1)) < 1e-6
    assert np.max(np.abs((radial / v)**2 - radicand(dist, b, V, EC))) < 1e-6
    assert abs(path["r0"] - turning_point(b, V, EC)) < 1e-7
    assert path["r0"] > b
    theta = deflection(b, V, EC)
    assert abs(path["apse_angle"] - 0.5 * (np.pi + path["theta"])) < 1e-5
    worst = max(worst, abs(path["theta"] - theta))
    grid = np.linspace(0.02, 1.0, 2000)
    f_grid = radicand(grid, b, V, EC)
    assert np.all(np.diff(f_grid) > 0)
    assert np.count_nonzero(np.diff(np.sign(f_grid))) == 1
assert worst < 1e-6

# Laboratory angle and energy transfer, light and heavy projectiles included
for m1, m2 in ((30.0, 93.0), (MASS, MASS), (120.0, 93.0)):
    path = fly(0.06, E_LAB, [m1, m2], dV)
    theta = deflection(0.06, V, E_LAB * m2 / (m1 + m2))
    assert abs(path["lab"] - np.arctan2(np.sin(theta),
                                        m1 / m2 + np.cos(theta))) < 1e-6
    transfer = 4 * m1 * m2 / (m1 + m2)**2 * E_LAB * np.sin(theta / 2)**2
    assert abs(path["kinetic"][1] - transfer) < 1e-3

# Worked collision
deg = np.degrees
r0 = turning_point(B_MAIN, V, EC)
theta = deflection(B_MAIN, V, EC)
main = fly(B_MAIN, E_LAB, [MASS, MASS], dV)
speed_si = np.sqrt(2 * E_LAB * sc.e / (MASS * sc.atomic_mass))
print(f"Nb mass: {MASS:.3f} u; atomic number: {Z}")
print(f"laboratory energy E: {E_LAB:.0f} eV")
print(f"relative energy Ec: {EC:.0f} eV")
print(f"projectile speed: {speed_si/1e3:.2f} km/s")
print(f"e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
print(f"ZBL screening length: {zbl_length:.5f} nm")
print(f"head-on closest approach (b=0): {turning_point(0.0, V, EC):.5f} nm")
print(f"main impact parameter b: {B_MAIN:.3f} nm")
print(f"turning point r0: {r0:.5f} nm = {r0/BOHR:.4f} bohr")
print(f"V(r0): {V(r0):.2f} eV")
print(f"centrifugal energy Ec b^2/r0^2: {EC*(B_MAIN/r0)**2:.2f} eV")
print(f"integral of dr/(r^2 sqrt F): {(np.pi-theta)/(2*B_MAIN):.4f} 1/nm")
print(f"angle swept in each half: {deg(np.pi-theta)/2:.3f} deg")
print(f"theta from integral: {deg(theta):.4f} deg = {theta:.5f} rad")
print(f"theta from Newton's equations: {deg(main['theta']):.4f} deg")
print(f"largest difference, four values of b: {worst:.1e} rad")
print(f"laboratory angle psi: {deg(theta)/2:.3f} deg")
print(f"energy transfer T: {E_LAB*np.sin(theta/2)**2:.2f} eV")
print("table: b (nm), r0 (nm), theta (deg), T (eV)")
previous = np.pi
for b in (0.01, 0.025, 0.05, 0.075, 0.10, 0.125, 0.15):
    angle = deflection(b, V, EC)
    assert 0 < angle < previous
    previous = angle
    print(f"  {b:.3f}  {turning_point(b, V, EC):.5f}  {deg(angle):.3f}"
          f"  {E_LAB*np.sin(angle/2)**2:.2f}")

# Size of what the model leaves out
print(f"rough nearest-neighbour spacing: {SPACING:.3f} nm")
print(f"target displacement at closest approach: {main['target_shift']:.4f} nm")
for b in (0.05, 0.10):
    print(f"b={b:.2f} nm: theta with Kr-C screening: "
          f"{deg(deflection(b, V_krc, EC)):.2f} deg")
    alone = fly(b, E_LAB, [MASS] * 2, dV)
    crowd = fly(b, E_LAB, [MASS] * 3, dV, neighbour=[0.0, SPACING])
    assert abs(crowd["spin"][-1] / crowd["spin"][0] - 1) > 0.01
    print(f"b={b:.2f} nm: T alone / with neighbour: "
          f"{alone['kinetic'][1]:.2f} / {crowd['kinetic'][1]:.2f} eV")
    print(f"b={b:.2f} nm: energy given to neighbour: "
          f"{crowd['kinetic'][2]:.2f} eV")


def shift(new_ec):
    return deg(deflection(B_MAIN, V, new_ec) - theta)


speed_au = speed_si / sc.physical_constants["atomic unit of velocity"][0]
loss = (0.35 * (2 * Z)**(5 / 3) * speed_au
        / (1 + 0.16 * (2 * Z)**(1 / 3) * r0 / BOHR)**5) * HARTREE
print(f"electronic loss (Firsov): {loss:.2f} eV; theta shift "
      f"{shift(EC-loss):+.2f} deg")
bond = 2 * COHESION / 8
print(f"rough cohesive energy: {COHESION:.1f} eV; per bond: {bond:.1f} eV")
print(f"ZBL repulsion at neighbour spacing: {V(SPACING):.2f} eV")
print(f"theta shift if Ec rises by one bond energy: {shift(EC+bond):+.2f} deg")
mass_si = MASS * sc.atomic_mass
ratio = np.sqrt(sc.k * T_USE / mass_si) / speed_si
print(f"rough target temperature: {T_USE:.0f} K; Debye: {T_DEBYE:.0f} K")
print(f"thermal speed / ion speed: {ratio:.4f}; theta shift "
      f"{shift(EC*(1+ratio)**2):+.2f} deg")
step = 1e-4
rate = (deflection(B_MAIN + step, V, EC)
        - deflection(B_MAIN - step, V, EC)) / (2 * step)
vibration = np.sqrt(3 * sc.hbar**2 * T_USE / (mass_si * sc.k * T_DEBYE**2)) * 1e9
print(f"d theta/d b at main b: {deg(rate):.1f} deg/nm")
print(f"thermal displacement per axis: {vibration:.4f} nm; theta spread "
      f"{deg(abs(rate))*vibration:.2f} deg")
wavenumber = mass_si / 2 * speed_si / sc.hbar * 1e-9
print(f"angular momentum / hbar: {wavenumber*B_MAIN:.0f}")
print(f"least quantum spread of theta: "
      f"{deg(np.sqrt(abs(rate)/wavenumber)):.2f} deg")
print("all tests passed")
```

It prints:

```
Nb mass: 92.906 u; atomic number: 41
laboratory energy E: 600 eV
relative energy Ec: 300 eV
projectile speed: 35.30 km/s
e^2/(4 pi eps0): 1.43996 eV nm
ZBL screening length: 0.00997 nm
head-on closest approach (b=0): 0.09177 nm
main impact parameter b: 0.050 nm
turning point r0: 0.09866 nm = 1.8644 bohr
V(r0): 222.95 eV
centrifugal energy Ec b^2/r0^2: 77.05 eV
integral of dr/(r^2 sqrt F): 13.6001 1/nm
angle swept in each half: 38.961 deg
theta from integral: 102.0771 deg = 1.78158 rad
theta from Newton's equations: 102.0771 deg
largest difference, four values of b: 9.0e-12 rad
laboratory angle psi: 51.039 deg
energy transfer T: 362.77 eV
table: b (nm), r0 (nm), theta (deg), T (eV)
  0.010  0.09204  163.810  588.10
  0.025  0.09347  139.856  529.33
  0.050  0.09866  102.077  362.77
  0.075  0.10758  69.007  192.53
  0.100  0.12043  42.723  79.61
  0.125  0.13710  24.296  26.57
  0.150  0.15691  13.023  7.72
rough nearest-neighbour spacing: 0.286 nm
target displacement at closest approach: 0.0145 nm
b=0.05 nm: theta with Kr-C screening: 100.52 deg
b=0.05 nm: T alone / with neighbour: 362.77 / 366.21 eV
b=0.05 nm: energy given to neighbour: 50.42 eV
b=0.10 nm: theta with Kr-C screening: 40.35 deg
b=0.10 nm: T alone / with neighbour: 79.61 / 86.16 eV
b=0.10 nm: energy given to neighbour: 5.42 eV
electronic loss (Firsov): 3.73 eV; theta shift +0.23 deg
rough cohesive energy: 7.6 eV; per bond: 1.9 eV
ZBL repulsion at neighbour spacing: 0.76 eV
theta shift if Ec rises by one bond energy: -0.12 deg
rough target temperature: 400 K; Debye: 275 K
thermal speed / ion speed: 0.0054; theta shift -0.20 deg
d theta/d b at main b: -1432.3 deg/nm
thermal displacement per axis: 0.0091 nm; theta spread 13.04 deg
angular momentum / hbar: 1291
least quantum spread of theta: 1.78 deg
all tests passed
```
